# Projectile charge-state probabilities from a time-evolved Slater determinant

A simulation of an ion crossing a film ends with a set of occupied orbitals, each partly on the ion and partly elsewhere. To report charge fractions, one must decide how to turn these partial occupations into probabilities for whole numbers of electrons. One choice treats each orbital as an independent trial, with its own probability of being on the ion. The other keeps the overlaps between the projected orbitals as well. For the model boron ion treated below, the first choice gives a neutral fraction of 0.41 and the second 0.49. The first also puts 5.6% of the probability on electron numbers for which the ion has no room.

Formulas are in Hartree atomic units, $\hbar=m_e=e=1$. The example uses eV, nm and fs.

## Two electrons and one place

Take two electrons of the same spin. The ion has one bound orbital $\chi$, and $u$ and $w$ are two orbitals elsewhere; all three are orthonormal. After the collision let the occupied orbitals be

$$\psi_1=\frac{\chi+u}{\sqrt2},\qquad \psi_2=c\,\frac{\chi-u}{\sqrt2}+s\,w,\qquad c^2+s^2=1,$$

with $c$ and $s$ real. They are orthonormal. The amplitude for finding the pair in two chosen basis orbitals is the $2\times2$ determinant of the corresponding coefficients:

$$\{\chi,u\}:\ \frac1{\sqrt2}\Big(-\frac{c}{\sqrt2}\Big)-\frac1{\sqrt2}\,\frac{c}{\sqrt2}=-c,$$

$$\{\chi,w\}:\ \frac{1}{\sqrt2}\,s-0=\frac{s}{\sqrt2},\qquad
\{u,w\}:\ \frac{1}{\sqrt2}\,s-0=\frac{s}{\sqrt2}.$$

The first two outcomes have one electron on the ion and the third has none. Hence

$$P_0=\frac{s^2}{2},\qquad P_1=c^2+\frac{s^2}{2}=\frac{1+c^2}{2},\qquad P_2=0.$$

Now collect the overlaps of the parts that lie on the ion. These parts are $\chi/\sqrt2$ and $c\chi/\sqrt2$, so

$$S=\frac12\begin{pmatrix}1&c\\ c&c^2\end{pmatrix}.$$

With $\zeta=z-1$,

$$\det(I+\zeta S)=\Big(1+\frac{\zeta}{2}\Big)\Big(1+\frac{\zeta c^2}{2}\Big)-\frac{\zeta^2c^2}{4}
=1+\zeta\,\frac{1+c^2}{2}.$$

The terms in $\zeta^2$ cancel. Putting $\zeta=z-1$ back gives $\frac{s^2}{2}+\frac{1+c^2}{2}z$, whose coefficients are $P_0$ and $P_1$.

Independent trials would use only the diagonal entries $1/2$ and $c^2/2$. They give a double occupation $c^2/4$, which the Pauli principle forbids. The error vanishes at $c=0$, where $S$ is diagonal. It is largest at $c=1$: the determinant then describes one electron in $\chi$ and one in $u$, so $n=1$ is certain, while independent trials give $1/4,1/2,1/4$.

## The general statement

Let $N$ orthonormal spin orbitals $\psi_i$ form one Slater determinant $\Psi$. Let $\chi_b$ be orthonormal bound spin orbitals of the projectile, and define

$$P=\sum_b|\chi_b\rangle\langle\chi_b|,\qquad S_{ij}=\langle\psi_i|P|\psi_j\rangle .$$

The operator $\hat N$ counts electrons in the bound space. If $\Pi_n$ projects on states with $n$ electrons there, then $z^{\hat N}=\sum_n z^n\Pi_n$, and

$$G(z)=\langle\Psi|z^{\hat N}|\Psi\rangle=\sum_n P_n z^n .$$

For one electron, $z^{\hat N}$ multiplies a bound orbital by $z$ and an orbital orthogonal to the bound space by 1. It is therefore $Z=I+(z-1)P$. For $N$ electrons it is the product of one factor $Z$ per electron. Writing both determinants as sums over permutations $\sigma$ and $\tau$,

$$G=\frac1{N!}\sum_{\sigma,\tau}\mathrm{sgn}(\sigma)\,\mathrm{sgn}(\tau)\prod_{k=1}^N M_{\sigma(k)\tau(k)},\qquad M_{ij}=\langle\psi_i|Z|\psi_j\rangle .$$

Relabel the factors by $i=\sigma(k)$. The product becomes $\prod_i M_{i\,\pi(i)}$ with $\pi=\tau\sigma^{-1}$, and the signs combine to $\mathrm{sgn}(\pi)$. Each $\pi$ occurs $N!$ times, which cancels the prefactor. The remaining sum is $\det M$. Since $M_{ij}=\delta_{ij}+(z-1)S_{ij}$,

$$\boxed{\,G(z)=\det\big(I+(z-1)S\big),\qquad P_n=[z^n]\,G(z)\,}$$

where $[z^n]$ means the coefficient of $z^n$.

This is exact for independent electrons that start in one determinant. In time-dependent Kohn–Sham theory the orbitals are built to give the density, and their determinant is not the interacting wavefunction. The formula is then an approximation for $P_n$, even with the exact functional.

### Other bases

Suppose the occupied orbitals have overlap matrix $O$. Orthonormalizing them with $O^{-1/2}$ turns $S$ into $O^{-1/2}SO^{-1/2}$. Taking the factors $O^{-1/2}$ out of the determinant gives

$$G(z)=\frac{\det(O+(z-1)S)}{\det O}.$$

If the bound functions have overlap matrix $T$, the projector is $P=\sum_{bc}|\chi_b\rangle(T^{-1})_{bc}\langle\chi_c|$. With $A_{bi}=\langle\chi_b|\psi_i\rangle$ this means $S=A^\dagger T^{-1}A$. Leaving out $T^{-1}$ gives wrong weights: if the bound functions are normalized but overlap, some bound states count as more than one electron and others as less.

## From the determinant to numbers

For orthonormal bound orbitals, $S=A^\dagger A$. A smaller matrix, $W=AA^\dagger$, carries the same information. Consider

$$K=\begin{pmatrix}I&-\zeta A\\ A^\dagger&I\end{pmatrix}.$$

Eliminating the lower left block gives $\det K=\det(I+\zeta A^\dagger A)$. Eliminating the upper right block gives $\det K=\det(I+\zeta AA^\dagger)$. Hence $G=\det(I+\zeta W)$, whose size is the number of bound orbitals.

For two bound orbitals per spin, $\det(I+\zeta W)=1+\zeta\,\mathrm{tr}W+\zeta^2\det W$. Inserting $\zeta=z-1$ and $\zeta^2=z^2-2z+1$ gives the probabilities for one spin:

$$p_0=1-\mathrm{tr}W+\det W,\quad p_1=\mathrm{tr}W-2\det W,\quad p_2=\det W .$$

For more orbitals, use the eigenvalues $\lambda_k$ of $S$. For any vector $c$, $c^\dagger Sc=\|P\sum_j c_j\psi_j\|^2$, which lies between 0 and $\|c\|^2$. So $0\le\lambda_k\le1$, and

$$G(z)=\prod_k(1-\lambda_k+\lambda_k z).$$

The count is thus a sum of independent trials after all, but with the eigenvalues of $S$ as probabilities instead of its diagonal entries. Start from $p_0=1$ and, for each $\lambda$, replace

$$p_n\leftarrow(1-\lambda)\,p_n+\lambda\,p_{n-1},$$

using the old values on the right. No term is negative, so nothing cancels in these sums.

Alternatively, evaluate $G$ at the $N+1$ points $z_k=e^{2\pi ik/(N+1)}$ and invert:

$$P_n=\frac1{N+1}\sum_{k=0}^{N}G(z_k)\,z_k^{-n}.$$

Here small results arise from cancellation between larger terms. With twelve eigenvalues of $10^{-3}$, the true $P_{12}$ is $10^{-36}$. The recursion returns it, while double-precision Fourier inversion returns $1.8\times10^{-16}$. For ordinary charge fractions either route serves.

### What the off-diagonal entries do

A single trial has mean $\lambda$ and variance $\lambda(1-\lambda)$. Adding the trials,

$$\langle n\rangle=\mathrm{tr}S,\qquad \mathrm{var}(n)=\mathrm{tr}S-\mathrm{tr}S^2 .$$

Since $\mathrm{tr}S^2=\sum_{ij}|S_{ij}|^2$, keeping only the diagonal leaves the mean unchanged and raises the variance by $\sum_{i\ne j}|S_{ij}|^2$. The mean charge alone therefore cannot reveal the error.

Nor does weak capture make the approximation safe for every quantity. If $\mathrm{tr}S\ll1$, expansion of the determinant gives, to leading order,

$$P_1\simeq\mathrm{tr}S,\qquad P_2\simeq\tfrac12\big[(\mathrm{tr}S)^2-\mathrm{tr}S^2\big].$$

The diagonal approximation has the same leading $P_1$, but replaces $\mathrm{tr}S^2$ by $\sum_iS_{ii}^2$ in $P_2$. Double capture can thus be wrong at its leading order.

## The bound states must move with the ion

Let $\phi$ be a bound state of the ion's well at rest, with $-\frac12\phi''+V\phi=\varepsilon\phi$. In a well moving at velocity $v$, try

$$\chi(x,t)=\phi(x-vt)\,e^{ivx}\,e^{-i(\varepsilon+v^2/2)t}.$$

Apart from the common phase factors,

$$i\partial_t\chi\to-iv\phi'+\Big(\varepsilon+\frac{v^2}{2}\Big)\phi,\qquad
-\frac12\partial_x^2\chi\to-\frac12\phi''-iv\phi'+\frac{v^2}{2}\phi .$$

Adding $V\phi$ to the second expression and using the equation for $\phi$ makes the two sides equal. The factor $e^{ivx}$ gives the electron the ion's velocity and must be kept in the overlaps. The time-dependent phase cancels in $|\chi_b\rangle\langle\chi_b|$.

With the film potential $V_f$ present, the orbitals $\psi_i$ feel it but the reference states $\chi_b$ do not. Subtracting their equations of motion gives

$$\frac{d}{dt}\langle\chi_b|\psi_i\rangle=-i\,\langle\chi_b|V_f|\psi_i\rangle .$$

The right side vanishes once the bound states no longer reach the film. From then on $P_n$ is constant and is a charge-state probability. Inside the film the same projection yields a number, but it is not conserved and does not define a charge state.

### Spin

If every orbital has definite spin, $S$ has one block per spin and $G=G_\uparrow G_\downarrow$. Multiplying the polynomials means convolving the two distributions. For equal blocks with two bound orbitals each,

$$P_0=p_0^2,\quad P_1=2p_0p_1,\quad P_2=p_1^2+2p_0p_2,\quad P_3=2p_1p_2,\quad P_4=p_2^2 .$$

## A boron ion through a model film

A B$^+$ ion of 100 keV moves at 1.32 nm/fs along a line through a film 1 nm thick. The film is a smooth well,

$$V_f=-\frac{D}{2}\Big[\tanh\frac{x+L/2}{\ell}-\tanh\frac{x-L/2}{\ell}\Big],$$

with $D=12$ eV, $L=1$ nm and $\ell=0.05$ nm. Its five lowest levels, from $-11.66$ to $-4.33$ eV, are filled for each spin.

The ion's well is $-3a^2\,\mathrm{sech}^2[a(x-vt)]$, with depth $3a^2=30$ eV. Its two bound levels are $-2a^2=-20$ eV and $-a^2/2=-5$ eV, with

$$\phi_0=\sqrt{\tfrac{3a}{4}}\,\mathrm{sech}^2(ax),\qquad
\phi_1=\sqrt{\tfrac{3a}{2}}\,\mathrm{sech}(ax)\tanh(ax).$$

The $1s^2$ core is frozen, so $n$ active electrons give charge $q=3-n$. At the start, at $x=-2$ nm, the lower level is full: $n=2$, $q=+1$.

The six orbitals per spin are advanced by

$$\psi(t+\delta)=e^{-iV(t+\delta)\delta/2}\,e^{-i\hat T\delta}\,e^{-iV(t)\delta/2}\,\psi(t),$$

where $\hat T$ is the kinetic energy, applied by Fourier transform, and $V$ is the sum of both wells. At $x=2.5$ nm the overlaps give, for one spin,

$$W_{00}=0.97879,\quad W_{11}=0.51117,\quad |W_{01}|=0.04355 .$$

Thus $\mathrm{tr}W=1.48997$ (from unrounded entries), and

$$\det W=0.97879\times0.51117-0.04355^2=0.4984 .$$

The one-spin probabilities are

$$p_0=1-1.48997+0.49844=0.0085,$$
$$p_1=1.48997-2(0.49844)=0.4931,\qquad p_2=0.4984 .$$

For the neutral atom, $P_3=2\times0.4931\times0.4984=0.492$. All five fractions are:

| $q$ | determinant | diagonal only |
|---|---:|---:|
| $+3$ | 0.0001 | 0.0002 |
| $+2$ | 0.008 | 0.016 |
| $+1$ | 0.252 | 0.312 |
| $0$ | 0.492 | 0.409 |
| $-1$ | 0.248 | 0.206 |

The missing 0.056 in the last column lies at $n>4$. With that part included, both distributions have mean $n=2.98$, but the variances are 0.53 and 0.84. A random unitary mixing of the occupied orbitals within each spin, which leaves the physical state unchanged, leaves the determinant result unchanged too. The diagonal variance depends on the mixing: one draw gives 1.87, and random mixings typically give values between about 1.5 and 2.2.

Of the mean 2.98 electrons, 1.95 come from the orbitals that began on the ion and 1.03 from the film. The mean charge is therefore near zero, although the neutral fraction is only 0.49: positive and negative ions nearly balance in the mean.

### How far the numbers can be trusted as counting

The space spanned by the bound and occupied orbitals has eight dimensions per spin. Twelve electrons in these 16 spin orbitals allow 1820 determinants. Summing their squared amplitudes by the number of electrons on the ion reproduces all five fractions to $2\times10^{-12}$.

Between 2.0 and 2.5 nm no fraction changes by more than about $3\times10^{-6}$. Doubling the time step and shortening the periodic box by a quarter changes them by at most $2\times10^{-4}$. The remaining time-step error is about $6\times10^{-5}$ (converged, $W_{11}=0.51123$), so the last digits of $W$, $p_1$ and $p_2$ above serve only the arithmetic. With the ion at the film's centre the projected number is 3.32, which shows why the reading must wait until after exit.

Without the factor $e^{ivx}$ the mean number would come out as 2.19 at $x=2.5$ nm, and it would keep changing after exit. A simpler test isolates this fault. Let the ion fly freely with one electron of given spin in each bound level. The probability that both are still bound is 1 with the factor and 0.24 without it.

### Dependence on energy

With the film and the ion's well held fixed, the mean charge is 0.03 at 50 keV, 0.02 at 100 keV and 0.65 at 200 keV. These three values do not show whether the rise comes from weaker capture or from stronger loss.

## The model beside a real implant

Boron can be implanted at an energy of 100 keV. Transmission through a 1 nm film is a model situation, since an implanted ion normally stops in its target. The lower level at $-20$ eV is of the right size: a Hartree–Fock calculation for B$^+$ in the cc-pVTZ basis, which omits correlation, puts the $2s$ level at $-23.8$ eV. The upper level at $-5$ eV is too shallow: Hartree–Fock total energies give about 8 eV for removing an electron from neutral boron. The assumption that fails most clearly is a well that does not respond to its occupation. With a Coulomb interaction softened over 0.05 nm, two electrons in the upper level repel by about 14 eV, more than its 5 eV binding. The value depends on the softening: 0.1 nm gives about 9.5 eV, still above the binding. The model's 25% of negative ions is therefore not credible as a prediction. Moving all that weight to the neutral atom, as a crude measure of the effect, would raise the mean charge from 0.02 to 0.27. Real boron also has three $2p$ orbitals and moves in three dimensions, which this estimate leaves out.

Rough estimates for other assumptions, some from the model and some from separate calculations, are:

- **Well depth.** A well 20% deeper, with the same functional form and hence about 9% narrower, changes the mean charge from 0.02 to $-0.02$. This measures sensitivity to the chosen parameter $a$ and does not bound the effect of repulsion.
- **Later electron emission.** With both upper places full and a hole below, one electron can fall by 15 eV and free the other, bound by 5 eV. Such configurations have probability 0.013, so one emission from each would raise the mean charge by 0.013.
- **Straight, uniform motion.** The electrons of the one-dimensional model gain 10.3 eV, or $10^{-4}$ of the ion's energy; this is not an estimate of the energy loss in a real film. An unscreened nucleus of charge 14 passed at 0.1 nm would deflect the ion by about 0.01 rad if the boron nucleus (charge 5) is also taken as bare, and by about 0.002 rad for a projectile charge of 1. Closer collisions deflect it more.
- **Temperature.** The gap above the filled film levels is 2.8 eV, against $kT=0.026$ eV at 300 K, so thermal excitation is negligible here.
- **Core excitation.** The Hartree–Fock $1s$ level lies at $-223$ eV. This energy times the time to cross the film's edge is about $13\hbar$, which suggests a nearly adiabatic core. Close collisions with target nuclei are not covered.

Later electron emission is driven by the repulsion between electrons and in general leaves a state that is not a single determinant, so the counting rule does not cover it. Corrections to the mean field leave the determinant formula intact: they change the orbitals and hence $S$, and the same determinant gives the electron-number distribution of the new Slater state in the chosen bound space. The constancy of $P_n$ after exit was shown only for a fixed well. If the well responds to its occupation, fixed $\chi_b$ are no longer stationary and $P_n$ can keep changing after exit, so the bound space must be chosen anew. The remaining values are in the numerical output.

## Calculated quantities

```
ion energy 100 keV, mass 11.0 u
ion speed: 1.3245 nm/fs
film: 1.0 nm thick, 12.0 eV deep, edge 0.05 nm
occupied film levels (eV): [-11.66 -10.67  -9.07  -6.92  -4.33]
ion well: depth 30.0 eV, 1/a = 0.0873 nm
ion bound levels (eV): [-20.  -5.]
ion path: -2.0 to 2.5 nm; film centre at 0 nm
W lower,lower: 0.97879
W upper,upper: 0.51117
|W lower,upper|: 0.04355
trace W: 1.48997; det W: 0.49844
eigenvalues of W: [0.50715 0.98281]
one-spin p0, p1, p2: [0.00847 0.49309 0.49844]
n=0, q=+3: P=0.00007, diagonal only 0.00021
n=1, q=+2: P=0.00835, diagonal only 0.01595
n=2, q=+1: P=0.25159, diagonal only 0.31249
n=3, q=+0: P=0.49155, diagonal only 0.40936
n=4, q=-1: P=0.24844, diagonal only 0.20601
diagonal only, n>4 (forbidden): 5.597e-02
mean n: 2.97993; mean charge: 0.02007 e
mean n from initial ion orbitals: 1.94756
mean n from film orbitals: 1.03237
variance of n: 0.53368
variance, diagonal only: 0.84367
same after occupied rotation: 1.86622
mean n without translation factor: 2.18954
free flight, both kept, with factor: 1.0000000
free flight, both kept, without: 0.23812
projected n at film centre (no charge state): 3.32446
largest P change, 2.0 to 2.5 nm: 2.0e-06
largest P change, coarse step and small box: 1.7e-04
enumerated determinants: 1820; error 2.1e-12
general-basis formula error: 2.0e-16
tiny P12: reference 1.000e-36
tiny P12: recursion 1.000e-36
tiny P12: Fourier 1.8e-16
mean charge at 50 keV: 0.033 e
mean charge at 200 keV: 0.654 e
mean charge, 100 keV, 36 eV well: -0.018 e
repulsion lower-lower: 20.54 eV
repulsion lower-upper: 14.62 eV
repulsion upper-upper: 13.88 eV
probability able to autoionize: 0.01286
energy given to electrons: 10.313 eV
work of moving well: 10.314 eV
energy given / ion energy: 1.03e-04
deflection, Z=14, 0.1 nm: 0.0101 rad
film gap 2.782 eV; kT at 300 K 0.0259 eV
thermal occupation above gap: 4.3e-24
B+ RHF/cc-pVTZ 1s level: -222.73 eV
B+ RHF/cc-pVTZ 2s level: -23.77 eV
1s energy times edge time / hbar: 12.77
```
